Bias-Induced Infrared Strength of the Antiferroelectric Amplitude Mode, part 2

In a model antiferroelectric, a static field E₀ makes the otherwise silent antipolar vibration infrared active. The problem is how its share r of the infrared strength depends on E₀. The mean polarization P and antipolar amplitude A of two sublattices have the energy density

f = aP²/2 + bP⁴/4 + αA²/2 + βA⁴/4 + γP²A²/2 − EP,

where E is the field inside the crystal. The light is transverse, with its field along P. Without bias, P = 0 and A = A_s, with A_s² = −α/β. Under bias,

P₀ = E₀/K + BE₀³/K⁴ + …,  A₀² = A_s² − (γ/β)P₀²,

with K = a + γA_s² and B = γ²/β − b. Small motions p and u of P and A have inertias m_P and m_A and damping rates Γ_P and Γ_A. In a light field e varying as exp(−iωt),

χ(ω) = p/e = 1/(Z_P − c²/Z_A),
Z_P = K_PP − m_Pω² − iωm_PΓ_P,
Z_A = K_AA − m_Aω² − iωm_AΓ_A,
K_PP = K + (3b − γ²/β)P₀²,  K_AA = 2βA₀²,  c = 2γP₀A₀.

χ″ is the imaginary part of χ. The unbiased frequencies obey

Ω_P² = K/m_P,  Ω_A² = 2βA_s²/m_A.

Without damping, mode j has frequency ω_j and strength S_j; the strengths total 1/m_P, and r = m_P S_A for the antipolar mode. With

W₁ = K_PP/m_P,  W₂ = K_AA/m_A,  g = c/√(m_P m_A),

D = W₁ − W₂ and x = g²/D², the eigenmodes give

r = ½[1 − |D|/√(D² + 4g²)],

or, for weak mixing,

r = x − 3x² + …

The leading result is the square law r = R₂E₀², with

R₂ = 4γ²A_s² / [K² m_P m_A(Ω_P² − Ω_A²)²].

At leading order, antipolar motion u carries the borrowed dipole

p = −c u/[m_P(Ω_P² − Ω_A²)].

The example has

a = −3.0 × 10⁸ V m/C,  b = 2.5 × 10⁹ V m⁵/C³,
α = −6.0 × 10⁸ V m/C,  β = 3.75 × 10⁹ V m⁵/C³,
γ = 7.75 × 10⁹ V m⁵/C³,

Ω_P/2π = 2.4 THz, Ω_A/2π = 1.5 THz and bias 0.10 MV/cm.

12. The first departure from the square law

The next order in the field has four sources. The first two are the nonlinear growth of P₀ and the decrease of A₀. They enter through

g² = (4γ²A_s²/(m_P m_A)) P₀² [1 − γP₀²/(βA_s²)],

P₀² = (E₀²/K²)(1 + 2BE₀²/K³ + …).

The third is the change of the frequency separation. With D₀ = Ω_P² − Ω_A²,

D = D₀ + D₁P₀²,  D₁ = (3b − γ²/β)/m_P + 2γ/m_A.

The last term is positive because K_AA = 2βA_s² − 2γP₀² is subtracted in D. To the required order, 1/D² = (1/D₀²)(1 − 2D₁P₀²/D₀). The fourth source is the term −3x², which is −3R₂²E₀⁴. Multiplying the factors and keeping terms up to E₀⁴ gives

r = R₂E₀²(1 + κE₀² + …),

κ = 2B/K³ − γ/(βA_s²K²) − 2D₁/(D₀K²) − 3R₂.

In units of (MV/cm)⁻² the four terms are

+0.325 − 0.146 + 0.149 − 1.217 = −0.889.

The last term dominates here. Two thirds of it arise because the coupling pushes the antipolar eigenvalue further from W₁, from a distance D to D(1 + x), which weakens further mixing. The remaining third comes from the normalization of the mixed mode. A fit-free comparison with the eigenmodes at small field gives κ = −0.888 (MV/cm)⁻².

At 0.20 MV/cm the eigenmodes give r = 1.57 %, against 1.62 % from the square law. At 0.30 MV/cm the values are 3.39 % and 3.65 %, so the square law is about 8 % too high relative to the eigenmode value. With κ included, the estimate at 0.30 MV/cm is 3.36 %, which is about 1 % too low.

13. Frequencies, permittivity and absorption area

The bias also moves the two frequencies. To second order in the field the antipolar eigenvalue is W₂ − g²/D. In units of THz², after division by 4π², the reduction of K_AA contributes −0.003 and the repulsion between the modes contributes −0.014. The antipolar frequency falls from 1.500 to 1.494 THz. The polar frequency rises from 2.400 to 2.402 THz, because the repulsion outweighs the softening of K_PP.

In the same frequency units the antipolar strength is

S_A/(4π²ε₀) = 2.78 THz².

Its contribution to the static relative permittivity is S_A/(ε₀ω_A²), where ω_A is the biased antipolar frequency. This is 2.783/1.494² = 1.25, about one per cent of the lattice permittivity of 120.

For a narrow line the strength can be read from the absorption. Near its resonance a lightly damped mode has

χ = S/(ω_j² − ω² − iωΓ).

There ω_j² − ω² ≈ 2ω_j(ω_j − ω), and so

ωχ″ ≈ SΓ/[4(ω_j − ω)² + Γ²].

The integral over the line is πS/2. Hence S_A = (2/π)∫ωχ″dω, taken over the antipolar line after subtraction of the polar background. Evaluated in this way with very small damping, the area at 0.10 MV/cm gives r = 0.4018 %.

The area over all frequencies is fixed even when the damping is large. A brief impulse J of electric field changes the polar velocity by J/m_P, because the elastic and friction forces have no time to act. The response to a unit impulse is

h(t) = (2/π)∫₀^∞ χ″(ω) sin(ωt) dω.

Its initial slope is (2/π)∫₀^∞ ωχ″dω, which must equal 1/m_P. With the example's damping, the computed area times m_P is 1.00000. Neither the coupling nor the damping changes the total.

14. What damping does to the line

The example takes Γ_P/2π = 0.5 THz and Γ_A/2π = 0.2 THz. The two lines then overlap, and a separate area for each is no longer sharply defined. The change of the whole susceptibility remains well defined. Let

G_P = 1/(K − m_Pω² − iωm_PΓ_P),
G_A = 1/(2βA_s² − m_Aω² − iωm_AΓ_A)

be the responses without bias. At second order in E₀ the stiffness change and the coupling squared are

δK_PP = (3b − γ²/β)E₀²/K²,  c² = 4γ²A_s²E₀²/K².

The inverse susceptibility is 1/G_P + δK_PP − c²G_A. The shift of K_AA would change this expression at fourth order only, since it multiplies c². Expanding the reciprocal gives

δχ = G_P²(c²G_A − δK_PP) + O(E₀⁴).

The whole spectral change is quadratic in the bias. The factor G_P² appears because the polar coordinate acts twice: it passes the force of the light to A, and it turns the motion of A back into a dipole.

At the antipolar resonance of the unbiased crystal G_A = i/(Ω_A m_AΓ_A), which is i × 6.25 × 10⁻⁹ C/(V m) in the example. The polar factor is

K G_P = 1/(1 − 2.25/5.76 − i × 1.5 × 0.5/5.76) = 1.57 + 0.34i.

With the leading values of c² and δK_PP, the change of the relative loss ε″ at 1.5 THz is 8.3. The full linear response gives an increase from 40.3 to 48.3, which is 8.0. The difference is of higher order in the bias.

An antipolar share of 0.4 % thus changes the loss at this frequency by 20 % relative to its unbiased value. The two figures measure different things. The share is an integral over frequency, whereas the loss is taken at the centre of the narrower antipolar line, away from the centre of the polar one.

The phase of G_P² at 1.5 THz is 24.1°. Write it as φ. The imaginary part of G_P²G_A is

|G_P|²(cos φ Im G_A + sin φ Re G_A).

Im G_A is a peak. Re G_A is positive below the resonance and negative above it. The added loss is therefore asymmetric, with extra weight on the low-frequency side when G_P² varies slowly across the line.

15. Where the quadratic law fails

Equal frequencies. If Ω_P = Ω_A and there is no damping, D₀ vanishes and R₂ diverges. The coupling g is then proportional to E₀, whereas D is proportional to E₀². The ratio |D|/g tends to zero with the bias, and r tends to one half. At 0.001 MV/cm the calculation gives 0.5000. The field required for mixing vanishes because nothing separates the modes. At zero bias itself the coupling is absent, and the purely antipolar motion is still silent.

Damping removes this singular behaviour from the measured spectrum. At equal frequencies and on resonance, the expansion of δχ requires c²|G_P G_A| ≪ 1, which is

g² ≪ Ω_A²Γ_PΓ_A.

When the bias is weak enough to satisfy this condition, the spectral change is quadratic again. If the antipolar damping is much smaller than the polar damping, the change can still appear as a shallow dip in the broad polar line.

Strong mixing. For separate frequencies without damping, the law requires 4R₂E₀² ≪ 1. In the example the two sides are equal at 0.79 MV/cm, which lies above the equal-energy switching field of 0.424 MV/cm. Switching can therefore end the use of the formula before mixing becomes strong. At the equal-energy field 4R₂E₀² is 0.29, and the square law is already about 15 % too high.

No antipolar order. If A₀ = 0, then c = 2γP₀A₀ = 0 at any bias. In this model a field applied to the phase without antipolar order does not make the antipolar coordinate infrared active at linear order.

16. Couplings left out of the model

The square law rests on more than this particular energy. Reversal of the bias reverses the dipole of a nondegenerate antipolar mode, apart from an arbitrary overall sign. If that dipole can be expanded in the field, it starts with a linear term, and the strength starts with E₀² unless the linear coefficient happens to vanish. The coefficient does depend on the details. The following estimates are taken at the example bias, with the unbiased frequencies held fixed.

Mode charge. Suppose that the polarization is P[1 + δ(A²/A_s² − 1)] and no longer P. The antipolar motion then has a dipole 2δP₀/A_s of its own, and the field energy changes c by −2δKP₀/A_s. Adding both to the borrowed dipole multiplies the leading dipole by

1 − δ[K/(γA_s²)](2 − Ω_A²/Ω_P²).

The example gives 1 − 1.22δ. For δ = +0.1 and −0.1 the computed strengths are 0.77 and 1.26 times the original. A modest dependence of the mode charge on A thus gives a considerable correction.

Kinetic coupling. A term μPAṖȦ in the kinetic energy changes c to c − μP₀A₀ω², which is also linear in the bias. At leading order it multiplies the strength by (1 − μΩ_A²/(2γ))². For μA_s² = ±0.1√(m_P m_A) the factors are 0.95 and 1.05.

Electronic polarizability. If the electronic susceptibility rises by 0.5 from A = 0 to A = A_s, in proportion to A², the strength is 0.996 times the original. This effect is small here because the lattice susceptibility is much larger.

Strain. The static coefficients include the relaxation of strain. A sample that is thick compared with the distance sound travels in one vibration period cannot follow at THz frequencies. Let X be the strain, C an elastic stiffness and Q_P, Q_A the electrostrictive coefficients, and add

C(X − Q_PP² − Q_AA²)²/2

to the energy. Holding X at its equilibrium value changes γ to γ + 2CQ_PQ_A in the coupling and β to β + 2CQ_A² in the antipolar stiffness. For C = 150 GPa and |Q_P| = |Q_A| = 0.05 m⁴/C², the strength is 1.00 times the original when the Q have equal signs and 0.68 times when they have opposite signs. At leading order in the bias, the strength changes by the factor (1 + 2CQ_PQ_A/γ)²/(1 + 2CQ_A²/β). For the equal signs and values chosen here, the stronger coupling and the larger stiffness nearly compensate each other, but they do not in general.

Thermal fluctuations. At fixed macroscopic field, equipartition for a block of volume V gives ⟨P²⟩ = k_BT/(KV). For a cube of side 4 nm at 300 K the root-mean-square polarization is then 0.83 µC/cm², comparable with P₀ = 1.07 µC/cm². Inside a crystal a local fluctuation also sets up a depolarizing field that opposes it. The reduction depends on the background permittivity, which the model does not contain. If the polarization fluctuates along one axis only, as in this model, a continuum estimate for the cube lowers the value to 0.44 of the figure above for a background permittivity of 1 and to 0.65 for one of 10. If all three components fluctuate, the factor is about 0.8. The value also depends on the chosen volume. The mean-field model does not say how such local fluctuations broaden the line or what background they leave at zero bias.

17. Beside a real antiferroelectric

The parameters lie roughly in the regime of lead zirconate and related perovskites: polarizations of tens of µC/cm², permittivity near one hundred, lattice modes in the THz range and switching fields of several tenths of a MV/cm in films. They are not a fit to that material. Lead zirconate has a larger antipolar cell than two sublattices, together with rotations of its oxygen octahedra and several polar modes. The share of 0.4 % at 0.10 MV/cm is therefore a result of the model and not a measured value. The constant mode charge and the freely relaxed strain are also idealizations. By the estimates above, a mode charge that differs by a tenth between A = 0 and A = A_s moves the strength by about a quarter, and strain that cannot follow the vibration can lower it by about a third. A film held by its substrate needs, in addition, static coefficients of its own. In a film biased across its thickness, light at normal incidence has its field in the plane and not along the bias, and an oscillating polarization normal to a thin film meets a depolarizing field, so the transverse geometry assumed here must be arranged separately. Grains with other orientations need a tensor form of the coupling. For a uniform crystal well below switching, with separate mode frequencies, the feature to look for is a spectral change near the antipolar frequency that is even in the bias and initially quadratic. The numerical output below lists the values for the example.

Computed results

```
a = -3e+08 V m/C, b = 2.5e+09 V m^5/C^3
alpha = -6e+08 V m/C, beta = 3.75e+09 V m^5/C^3
gamma = 7.75e+09 V m^5/C^3
zero-bias frequencies: polar 2.4 THz, antipolar 1.5 THz
damping rates/2pi: polar 0.5 THz, antipolar 0.2 THz
A_s = 40.00 uC/cm2
K = 9.4e+08 V m/C, K_AA at zero bias = 1.2e+09 V m/C
B = 1.352e+10 V m^5/C^3
lattice susceptibility/eps0 at zero bias = 120.15
m_P = 4.134e+06 V m ps^2/C, m_A = 1.351e+07 V m ps^2/C
R2 = 0.4057 (MV/cm)^-2
kappa = -0.889 (MV/cm)^-2
kappa from eigenmodes = -0.888 (MV/cm)^-2
field exponent from eigenmodes, 0.01 to 0.02 MV/cm = 1.9996
example bias = 0.10 MV/cm
P0 = 1.0656 uC/cm2, A0 = 39.971 uC/cm2
K_PP = 9.39e+08, K_AA = 1.198e+09, c = 6.602e+07 V m/C
biased frequencies: polar 2.4017 THz, antipolar 1.4941 THz
strength fraction r, eigenmodes = 0.4021 %
strength fraction r, R2*E0^2 = 0.4057 %
strength fraction r, nonlinear motion = 0.4021 %
strength fraction r, narrow-line area = 0.4018 %
S_A/(4 pi^2 eps0) = 2.783 THz^2
antipolar part of permittivity = 1.247
bias (MV/cm), r eigenmodes (%), R2*E^2 (%), with kappa (%):
  0.05  0.1012  0.1014  0.1012
  0.10  0.4021  0.4057  0.4021
  0.20  1.5677  1.6228  1.5651
  0.30  3.3869  3.6513  3.3593
loss eps'' at 1.5 THz, no bias = 40.29
loss eps'' at 1.5 THz, with bias = 48.32
phase of G_P^2 at 1.5 THz = 24.1 deg
total damped absorption area times m_P = 1.00000
degenerate undamped case at 0.001 MV/cm: r = 0.5000
equal-energy switching field = 0.424 MV/cm
polar-state P at that field = 40.3 uC/cm2
stability limit of antipolar state = 0.954 MV/cm
neglected effects: strength relative to the model at example bias
  mode charge change +/-0.1: 0.771 / 1.259
  electronic susceptibility change 0.5: 0.9961
  strain: stiffness 150 GPa, |Q| = 0.05 m^4/C^2
  clamped strain, Q_P same/opposite sign to Q_A: 1.002 / 0.682
thermal rms P, 4 nm cube at 300 K = 0.830 uC/cm2
```
